# Variational Kramers–Kronig fitting and direct phase integration of finite-range reflectance

## Equal reflectance, different dielectric functions

A metal surface has $\varepsilon=-0.313+1.536i$ at 5.41 eV. Write $\varepsilon=\varepsilon_1+i\varepsilon_2$ and $n=\sqrt\varepsilon$. At normal incidence from vacuum,

$$r=\frac{n-1}{n+1},\qquad R=|r|^2=\frac{|\varepsilon|+1-\sqrt{2(|\varepsilon|+\varepsilon_1)}}{|\varepsilon|+1+\sqrt{2(|\varepsilon|+\varepsilon_1)}},$$

because $|n\pm1|^2=|n|^2+1\pm2\,\mathrm{Re}\,n$, $|n|^2=|\varepsilon|$ and $2(\mathrm{Re}\,n)^2=|\varepsilon|+\varepsilon_1$. Here $|\varepsilon|=1.568$ and the square root is 1.584, so $R=0.984/4.152=0.237$. The value $\varepsilon=-0.029+0.403i$ has $|\varepsilon|=0.404$ and square root 0.866, so $R=0.538/2.270=0.237$ as well. The absorptive parts differ by a factor of almost four.

The second value comes from a causal fit that reproduces $R$ at 121 energies between 0.5 and 6 eV with an rms residual of $1.7\times10^{-7}$. Neither causality nor a close fit has made the answer right. What is missing is the phase of $r$, and it depends on reflectance that was not measured.

The medium is taken as thick, isotropic, local and passive, with fields varying as $e^{-i\omega t}$. Energies are in eV, and $\omega$ stands for the photon energy.

## The naive scheme: integrate for the phase

Let $r=\sqrt R\,e^{i\theta}$. A dispersion relation for $\ln r=\tfrac12\ln R+i\theta$ requires that $r$ have no zero in the upper half-plane. Causality gives there

$$\chi(z)=\varepsilon(z)-1=\frac2\pi\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-z^2}\,dx,\qquad \mathrm{Im}\frac1{x^2-z^2}=\frac{\mathrm{Im}\,z^2}{|x^2-z^2|^2}.$$

With $\varepsilon_2>0$, $\mathrm{Im}\,\varepsilon$ is nonzero off the imaginary axis, while at $z=iy$ the integrand is positive and $\varepsilon>1$. So $\varepsilon$ never equals 1, where $r$ would vanish, and never reaches the negative real axis, where the square root has its cut. On the imaginary axis $r>0$, which fixes the branch of the logarithm and gives $\ln r(-\omega)=[\ln r(\omega)]^*$.

Integrate $\ln r(z)/(z^2-\omega^2)$ along the real axis and close above. The large arc vanishes, since $\ln r$ grows only logarithmically. The poles at $\pm\omega$ lie on the path and each contributes $i\pi$ times its residue:

$$P\!\int_{-\infty}^{\infty}\frac{\ln r(x)}{x^2-\omega^2}dx=i\pi\,\frac{\ln r(\omega)-\ln r(-\omega)}{2\omega}=i\pi\,\frac{2i\theta(\omega)}{2\omega}=-\frac{\pi\theta(\omega)}{\omega}.$$

On the left, the contributions of $x$ and $-x$ add to $\ln R(x)$. Hence

$$\theta(\omega)=-\frac\omega\pi P\!\int_0^\infty\frac{\ln R(x)}{x^2-\omega^2}dx .$$

For computation put $x=\omega e^u$. Then $dx=\omega e^u du$ and $x^2-\omega^2=2\omega^2e^u\sinh u$, so

$$\theta(\omega)=-\frac1{2\pi}P\!\int_{-\infty}^{\infty}\frac{\ln R(\omega e^u)}{\sinh u}\,du .$$

A midpoint grid symmetric about $u=0$ cancels the pole in pairs. The step used here is 0.0025, out to $|u|=14$. Solving $r(n+1)=n-1$ for $n$ then gives $\varepsilon=[(1+r)/(1-r)]^2$.

The integral needs $R$ at all energies. If an assumed $R_{\rm ext}$ replaces the true reflectance outside the data, subtracting the two integrals gives

$$\delta\theta(\omega)=-\frac\omega\pi\int_{\rm outside}\frac{\ln[R_{\rm ext}(x)/R_{\rm true}(x)]}{x^2-\omega^2}dx,$$

apart from interpolation error inside. Two limits show its shape. For $\omega$ far below the upper missing region, the denominator there is nearly $x^2$, and that region gives an error proportional to $\omega$. For $\omega$ far above the lower missing region, the denominator is nearly $-\omega^2$, and that region's error falls as $1/\omega$. At an edge of the data, a jump between data and continuation gives a logarithmic divergence; a continuous join avoids it.

The effect on $\varepsilon$ follows from

$$\frac{dr}{d\varepsilon}=\frac{dr}{dn}\frac{dn}{d\varepsilon}=\frac{2}{(n+1)^2}\,\frac1{2n}=\frac1{n(n+1)^2}.$$

At fixed $R$, $\delta r=ir\,\delta\theta$. To first order, therefore,

$$\delta\varepsilon=i r\,n(n+1)^2\delta\theta=i\sqrt\varepsilon\,(\varepsilon-1)\,\delta\theta .$$

This is the direction in which $\varepsilon$ can move without changing $R$ at that energy.

## Building causality into the unknown

Kuzmenko's variational method reverses the order. It does not compute a phase from $R$; it adjusts a causal $\varepsilon$ until the calculated $R$ agrees with the data. A few oscillators give the broad shape, and a dense set of narrow functions supplies what they miss:

$$\varepsilon(\omega)=\varepsilon_{\rm mod}(\omega)+\sum_iA_i\psi_i(\omega).$$

The imaginary part of $\psi_i$ is a triangle $f(x)$ that rises from zero at node $a$ to one at $b$ and returns to zero at $c$. Its real part follows from the dispersion relation. Since $2x/(x^2-\omega^2)=1/(x-\omega)+1/(x+\omega)$,

$$\mathrm{Re}\,\psi(\omega)=\frac1\pi P\!\int f(x)K''(x)\,dx,\qquad K''=\frac1{x-\omega}+\frac1{x+\omega}.$$

Two integrations give $K'=\ln|x-\omega|+\ln|x+\omega|$ and

$$K=(x-\omega)\ln|x-\omega|+(x+\omega)\ln|x+\omega|-2x .$$

Integrating by parts twice moves both derivatives onto $f$. The terms at the excluded point $x=\omega$ vanish as $\delta\ln\delta$ with the excluded half-width $\delta$, because $f$ is continuous and has finite slopes. The second derivative of $f$ consists of delta functions at the nodes, with weights equal to the changes of slope:

$$c_a=\frac1{b-a},\qquad c_b=-\frac1{b-a}-\frac1{c-b},\qquad c_c=\frac1{c-b}.$$

These satisfy $\sum c_k=0$ and $\sum c_kx_k=-1+1=0$, so the term $-2x$ drops out:

$$\mathrm{Re}\,\psi(\omega)=\frac1\pi\sum_{k}c_k\big[(x_k-\omega)\ln|x_k-\omega|+(x_k+\omega)\ln(x_k+\omega)\big].$$

For nodes 1, 2 and 2.5 eV the weights are $1,-3,2$. At $\omega=1.4$ eV the brackets are 2.4676, 3.8543 and 5.4126, and the sum is $1.730$, which divided by $\pi$ gives 0.551. Principal-value quadrature of the defining integral gives the same value.

Far above the mesh, $\mathrm{Re}\,\psi\to-(2/\pi\omega^2)\int xf\,dx$. The closed form reaches this small number by subtracting large ones, so the moment series

$$-\frac2\pi\left(\frac{M_1}{\omega^2}+\frac{M_3}{\omega^4}+\frac{M_5}{\omega^6}\right),\qquad M_p=\int x^pf\,dx,$$

replaces it beyond twenty times the highest node. The sum of triangles must also go to zero at both ends of the mesh: a step in $\varepsilon_2$ would make $\varepsilon_1$ diverge logarithmically.

## Where the mesh must end

Placing triangles only where there are data looks natural. But absorption outside the range changes $R$ inside it through $\varepsilon_1$. Absorption far above the data, for example, contributes

$$\frac2\pi\int_{\rm above}\frac{x\,\varepsilon_2(x)}{x^2-\omega^2}dx\simeq\frac2\pi\int_{\rm above}\frac{\varepsilon_2(x)}{x}dx,$$

a nearly constant shift. With a confined mesh, the oscillator model alone fixes this term.

The design used here therefore has a node at each of the 121 data points and continues the mesh, more coarsely, to 0.1 eV below and 30 eV above. That adds 15 and 25 nodes. The two end nodes carry zero amplitude, which leaves $121+15+25-2=159$ triangles. In the example below, the confined mesh leaves an rms residual of $2.7\times10^{-3}$ in $R$, and the extended one $1.7\times10^{-7}$. The extension improves the fit to $R$ but not the result: the rms error of $\varepsilon$ is 41% with either mesh.

The price is visible in the count. With 159 unknowns and 121 data, the linearized problem has at least 38 directions that do not alter the fitted reflectances. A rule must choose among the solutions, and positivity must be protected. Both are handled by

$$A_i=m_i(e^{b_i}-1),\qquad m_i=\mathrm{Im}\,\varepsilon_{\rm mod}(\omega_i),$$

which makes the total absorption at node $i$ equal to $m_ie^{b_i}>0$. The quantity minimized is

$$\sum_j\left[\frac{R_{\rm fit}(\omega_j)-R_j}{\sigma}\right]^2+\mu^2\sum_ib_i^2,$$

with $\sigma=10^{-3}$ and $\mu=0.05$. The exponential variables, the penalty and the extended mesh are choices of this implementation, added to the basic method. The penalty prefers solutions close to the oscillator model; it contains no information about the sample.

The derivatives needed by a least-squares solver follow from $R=r^*r$ and the earlier $dr/d\varepsilon$:

$$\frac{\partial R}{\partial A_i}=2\,\mathrm{Re}\left[\frac{r^*\psi_i}{n(n+1)^2}\right],\qquad \frac{\partial R}{\partial b_i}=m_ie^{b_i}\frac{\partial R}{\partial A_i}.$$

The oscillators are fitted first and then frozen; a trust-region solver finds the $b_i$, starting from zero. Between nodes, positivity is not automatic, because a curved model is combined with straight segments. It has to be examined on a finer grid. For the main fit below, the smallest total $\varepsilon_2$ on 20,000 energies from 0.05 to 60 eV is 0.002.

## What the fit does about the missing data

A passive fitted $\varepsilon$ satisfies the conditions under which the phase integral was derived. Its phase is therefore

$$\theta_{\rm fit}(\omega)=-\frac\omega\pi P\!\int_0^\infty\frac{\ln R_{\rm fit}(x)}{x^2-\omega^2}dx .$$

If $R_{\rm fit}$ equals the measured $R$ throughout the range, this is the direct method with $R_{\rm fit}$ as the continuation. Subtracting a direct calculation with another continuation leaves

$$\theta_{\rm fit}-\theta_{\rm dir}=-\frac\omega\pi\int_{\rm outside}\frac{\ln[R_{\rm fit}(x)/R_{\rm ext}(x)]}{x^2-\omega^2}dx .$$

The variational method thus has an extrapolation too, generated by the model, the mesh and the penalty. Causality restricts it but does not determine it.

In the example, at five energies from 0.8 to 5 eV, the phase integral of $R_{\rm fit}$ agrees with $\arg r_{\rm fit}$ within 0.06 mrad. With interpolated data inside the range and $R_{\rm fit}$ outside, the largest difference is 1.2 mrad. The fit and the interpolated data nearly coincide at the data points, so this remainder reflects their difference between points.

## A model metal with absorption above the data

The test material has round parameters and a known causal response,

$$\chi(\omega)=-\frac{\omega_p^2}{\omega(\omega+i\gamma)}+\sum_j ih_j\left[w\!\left(\frac{\omega-c_j}{s_j}\right)-w\!\left(\frac{\omega+c_j}{s_j}\right)\right],$$

where $w$ is the Faddeeva function. On the real axis $\mathrm{Re}\,w(x)=e^{-x^2}$, so the bands are Gaussian in $\varepsilon_2$. The Drude term has $\omega_p=5$ eV and $\gamma=0.5$ eV. The bands $(h,c,s)$, with $c$ and $s$ in eV, are $(4,1.5,0.4)$, $(5,3.2,0.5)$, $(3,4.6,0.8)$ and $(3,9,2.5)$. The last is centred above the data.

The direct method interpolates $\ln R$ by a cubic spline in $\ln\omega$. Below the data it uses the Hagen–Rubens form $1-R\propto\sqrt\omega$, and above them $R\propto\omega^{-s}$, both joined continuously. The exponent $s=4$ is the correct free-electron limit: at very high energy $r\simeq\chi/4\propto\omega^{-2}$. Here that limit is applied too early. The true $R$ rises from 0.050 at 6 eV to 0.497 at 12 eV, whereas the continuation falls to 0.003.

The phase error at 2.5 eV is 413 mrad, and quadrature of the outside integral gives the same to the nearest mrad. At 0.8, 1.5, 2.5, 3.5 and 5 eV the error divided by energy is 164, 162, 165, 172 and 194 mrad/eV. This is nearly constant at low energy and grows towards the upper edge, as expected when the upper missing region dominates.

The oscillator model has a Drude term and four Lorentz terms $S^2/(c^2-\omega^2-ig\omega)$. Each parameter may change from its starting value by at most a factor $e^{0.7}\simeq2.01$. The highest oscillator starts at $c=10$ eV with $g=4$ eV and ends at 20.1 and 1.99 eV, both on their limits. This Lorentz model, fitted to the reflectance, has not located the band at 9 eV. The failure belongs to the model: its line shapes do not match the Gaussian bands, and a fit with the correct number and shape of bands recovers the 9 eV band from the same data. That knowledge of the functional form is itself an assumption about the missing region, and it is not available for a real sample.

The table gives the rms of $|\delta\varepsilon|/|\varepsilon_{\rm true}|$ and the largest phase error over the 121 energies.

| Method | Error of $\varepsilon$ (%) | Phase error (mrad) |
|---|---:|---:|
| Direct, $s=4$ | 57 | 1352 |
| Direct, $s=2$ | 29 | 566 |
| Oscillators only | 42 | 1231 |
| Variational | 41 | 1201 |
| Direct, tuned $s$ | 3.9 | 126 |
| Variational, known $\varepsilon$ | 6.2 | 418 |

The triangles reduce the rms residual in $R$ from $2.6\times10^{-2}$ to $1.7\times10^{-7}$, yet the error of $\varepsilon$ falls only from 42 to 41%. The residual measures agreement inside the range; the error is governed by the continuation. The fit's reflectance is 0.0006 at 8 eV, where the true value is 0.141, and 0.229 at 20 eV, where it is 0.014.

A coarser mesh, with every fourth data node and 69 triangles, has a much larger residual, $2.5\times10^{-3}$, but a smaller error of $\varepsilon$, 19%. The solver stops there at its limit of 100 evaluations; further iterations lower the error somewhat and leave the residual almost unchanged. This shows again that the residual does not rank solutions by accuracy. It is no general argument for coarse meshes.

## Adding information instead of triangles

The last two rows of the table use the true complex $\varepsilon$ at 2.13, 3.22 and 4.88 eV, as ellipsometry might supply it. In the variational method these values enter both fitting stages as further residuals, divided by 0.05. In the direct method they select the exponent $s$ that minimizes the summed squared error of $\varepsilon$ at the three energies.

The error falls from 41 to 6.2% for the variational fit, and from 57% with $s=4$ to 3.9% for the direct method. With these settings the direct method comes out ahead, but the order depends on the weight given to the known values. Dividing their residuals by 0.01 instead of 0.05 ties the variational fit more closely to them and reverses the order. The comparison therefore does not rank the two methods.

Neither continuation has become the true reflectance. The tuned exponent is 0.86, far from the free-electron value, and gives $R=0.0495\,(6/12)^{0.86}\simeq0.027$ at 12 eV instead of 0.497. The variational continuation gives 0.023 there, and 0.419 at 20 eV instead of 0.014. The phase inside depends on weighted integrals over the outside, so errors at different energies can compensate. A good $\varepsilon$ inside the range does not validate the spectrum outside it.

## Noise and the limits of the two methods

Gaussian noise of $10^{-3}$ was added to $R$, and the penalty weight raised to 0.3. The fit then follows the noisy data with an rms residual of $1.8\times10^{-5}$, far below the noise, so it reproduces the noise as well as the signal. The error of $\varepsilon$ is 43%, against 41% before. The raised penalty alone leaves it at 41%, so the difference comes from the noise. It is not a systematic increase: other noise samples give errors both below and above 41%, by several points. For the direct method with $s=4$ it stays at 57%. At this noise level the missing region dominates both errors. In real use, a residual far below the measurement uncertainty is a sign that noise is being fitted. Fewer triangles or a stronger penalty can reduce this, but neither supplies the missing reflectance.

The direct method fails if $r$ has a zero $z_0$ in the upper half-plane. The factor

$$\frac{(z-z_0)(z+z_0^*)}{(z-z_0^*)(z+z_0)}$$

has unit modulus on the real axis, so it changes the phase and leaves $R$ untouched. It describes a pair of zeros, $z_0$ and $-z_0^*$. On the imaginary axis the two coincide, and a simple zero there brings only the factor $(z-z_0)/(z-z_0^*)$, again of unit modulus. Such a zero can occur when the sample is measured through a transparent medium of constant permittivity $\varepsilon_0>1$. Then $r$ vanishes where $\varepsilon=\varepsilon_0$, and on the imaginary axis $\varepsilon$ falls continuously from its static value to 1, crossing $\varepsilon_0$ if the static value is larger. The phase integral then needs an additional term: the phase of that factor, plus $\pi$, because $r$ is now negative far up the imaginary axis.

The variational method needs only the reflectance calculated from a given $\varepsilon$, so it can use the formula for that geometry without change. The same property lets it combine reflectance with ellipsometry or transmission in one fit. Its advantage is this freedom in the choice of data; the energies that no measurement constrains remain an assumption.
